# Bloch-Zener Reconstruction of a Wave Packet in a Tilted Dimerized Chain

## Problem

A particle moves on an infinite chain with sites $n$ and unit spacing. The hopping amplitude is $-(J+\delta)$ on each bond from an even site $n$ to $n+1$ and $-(J-\delta)$ on the other bonds, with $0<\delta<J$. A uniform tilt adds the energy $fn$, $f>0$, so that site 0 sets the energy zero. There are no interactions, disorder, further bands or decoherence.

(a) Find the bands without tilt, the minigap, and the motion of a packet narrow in wavenumber that starts in the lower band at zero wavenumber. Where are its two parts one Bloch period after the start?

(b) Show that the levels form two ladders, and express their offset through one passage across the Brillouin zone.

(c) Relate the offset to the splitting at the minigap, and evaluate it for a narrow minigap.

(d) Under what condition on the ladders does an arbitrary state return periodically, and when?

(e) For $\delta=0.1J$, find the field nearest $f=0.1J$ that gives reconstruction after two Bloch periods, and a nearby field that gives it after three. Follow a packet of rms width 8 sites, and find what a field 1% too large does.

The natural units are $J$ for energy, the site spacing for length and $\hbar/J$ for time.

## Solution

### (a) Bands, motion and splitting

Let $\chi(\theta)=\sum_n e^{-in\theta}\psi_n$, with the even and odd sites collected in the components $\chi_A$ and $\chi_B$. Hopping from the odd neighbours of an even site gives

$$h_{AB}=-(J+\delta)e^{i\theta}-(J-\delta)e^{-i\theta}=-2J\cos\theta-2i\delta\sin\theta .$$

Since $h_{AB}=h_x-ih_y$,

$$h(\theta)=-2J\cos\theta\,\sigma_x+2\delta\sin\theta\,\sigma_y .$$

Squaring $h$ gives the bands $E_\pm=\pm\mathcal E(\theta)$ with

$$\mathcal E=2\sqrt{J^2\cos^2\theta+\delta^2\sin^2\theta}.$$

As $\delta<J$, the smallest separation lies at $\theta=\pm\pi/2$ and equals $4\delta$.

Because $i\partial_\theta e^{-in\theta}=ne^{-in\theta}$, the tilt acts as $if\partial_\theta$:

$$i\hbar\,\partial_t\chi=h\chi+if\,\partial_\theta\chi .$$

Along $\theta(t)=\theta_0-ft/\hbar$ the derivative terms combine, leaving $i\hbar\,d\chi/dt=h(\theta(t))\chi$. Each wavenumber is thus a separate two-level problem. The cell has two sites, so the zone has length $\pi$ and the Bloch period is

$$T_B=\frac{\pi\hbar}{f}.$$

A packet starting at $\theta_0=0$ meets the minigap at $T_B/2$, where it splits. To locate the parts, follow the phase of the one that tunnels up at $-\pi/2$. Using $dt=-\hbar\,d\theta/f$, its dynamical phase is

$$\varphi=-\frac1f\left[\int_{-\pi/2}^{\theta_0}E_-\,d\theta'+\int_{\theta}^{-\pi/2}E_+\,d\theta'\right],\qquad \theta_0=\theta+\frac{ft}{\hbar}.$$

The tunnelling amplitude itself depends only weakly on $\theta_0$ when start and end are far from the minigap, and this dependence is neglected here. The position operator $i\partial_\theta$ acting on $e^{i\varphi}$ gives $-d\varphi/d\theta$, hence

$$n=\frac{E_-(\theta_0)-E_+(\theta)}{f}.$$

For the part that stays down, $E_+$ is replaced by $E_-$. Within this approximation, band energy plus $fn$ is conserved for each part. At $T_B$ the lower part is back at $n=0$, while the upper part is at

$$n=\frac{-2J-2J}{f}=-\frac{4J}{f},$$

down the slope.

### (b) The two ladders

A stationary state obeys $if\chi'=(E-h)\chi$. Write $\chi=e^{-iE\theta/f}V(\theta)\chi(0)$ with $V(0)=1$. The terms in $E$ cancel and leave

$$V'=\frac{i}{f}\,h\,V .$$

Even sites contribute harmonics of period $\pi$, and odd sites change sign under $\theta\to\theta+\pi$. Thus $\chi(\pi)=\sigma_z\chi(0)$, or

$$\sigma_zV(\pi)\,\chi(0)=e^{i\pi E/f}\chi(0).$$

If $E$ is a level, so is $E+2f$. As $h$ is traceless, $\det V=1$ and $\det(\sigma_zV)=-1$. The product of the two eigenvalues is therefore $-1$, so the two energies add to $f$ modulo $2f$:

$$E=\frac f2\pm\varepsilon+2fm,\qquad m\ \text{integer},\quad 0\le\varepsilon\le f.$$

Now write $V(\pi)=v_0+i\mathbf v\cdot\boldsymbol\sigma$ with real components and $v_0^2+\mathbf v^2=1$. The trace of $\sigma_zV$ is $2iv_z$. The eigenvalues $ie^{\pm i\pi\varepsilon/f}$ add to $2i\cos(\pi\varepsilon/f)$, so

$$\cos\frac{\pi\varepsilon}{f}=v_z .$$

The ladder offset is $2\varepsilon$ and the rung spacing is $2f$; their ratio is $\varepsilon/f$.

In the limit $\delta\to J$ the chain falls into isolated pairs with hopping $-2J$ and site energies differing by $f$. Then $\varepsilon=\sqrt{4J^2+f^2/4}$, here before reduction to the interval $[0,f]$.

### (c) What the splitting does to the offset

The chain has a mirror symmetry, $h(\pi-\theta)=\sigma_yh(\theta)\sigma_y$, and also $\sigma_zh\sigma_z=-h$. Regard $V(\pi)$ as a product of short steps, later $\theta$ to the left. Taking the adjoint reverses the order and the sign of $h$. Conjugation by $\sigma_z$ restores the sign, and the mirror restores the order:

$$\sigma_zV^\dagger\sigma_z=\sigma_yV\sigma_y .$$

The coefficient of $i\sigma_x$ is $v_x$ on the left and $-v_x$ on the right, so $v_x=0$.

In real time $\theta$ runs from 0 to $-\pi$. The equation $d\chi/d\theta=(i/f)h\chi$ is the same one, and $h(\theta-\pi)=\sigma_zh(\theta)\sigma_z$. The evolution operator over one period is therefore the inverse of $\sigma_zV\sigma_z$,

$$W=\sigma_zV^\dagger\sigma_z=v_0+iv_y\sigma_y-iv_z\sigma_z .$$

Let $\sigma_x|\pm\rangle=\pm|\pm\rangle$. At $\theta=0$, $h=-2J\sigma_x$ and the lower state is $|+\rangle$. At $-\pi$ the sign is reversed and the upper state is $|+\rangle$. With $\sigma_z|+\rangle=|-\rangle$ and $\sigma_y|+\rangle=-i|-\rangle$,

$$\langle+|W|+\rangle=v_0,\qquad \langle-|W|+\rangle=-i(v_z+iv_y).$$

The first is the amplitude for changing band and the second for staying. Put $P=v_0^2$ and $v_z+iv_y=\sqrt{1-P}\,e^{i\Phi}$. Then

$$\cos\frac{\pi\varepsilon}{f}=\sqrt{1-P}\,\cos\Phi .$$

No approximation has entered. It follows that $\sin^2(\pi\varepsilon/f)\ge P$: tunnelling keeps the ladders apart.

**Adiabatic phase.** Write $h\propto\cos\alpha\,\sigma_x+\sin\alpha\,\sigma_y$; along the path $\alpha$ runs from $\pi$ to $2\pi$. The lower state without geometric phase is $e^{-i(\alpha-\pi)/2}(1,-e^{i\alpha})/\sqrt2$. It starts as $|+\rangle$ and ends as $-i|-\rangle$, which accounts for the factor $-i$ above. What remains is the dynamical phase $\pi\bar{\mathcal E}/f$, with the mean band energy

$$\bar{\mathcal E}=\frac1\pi\int_0^\pi\mathcal E\,d\theta=\frac{4J}{\pi}\int_0^{\pi/2}\sqrt{1-\left(1-\frac{\delta^2}{J^2}\right)\sin^2\theta}\;d\theta .$$

**Passage through a narrow minigap.** Put $\theta=-\pi/2-u$. For small $u$, $h\approx2Ju\,\sigma_x-2\delta\sigma_y$. With $u=x\sqrt{f/2J}$ and $g=\delta^2/(Jf)$, the amplitudes $a,b$ on the two crossing levels obey, after a choice of basis phases,

$$ia'=xa+\sqrt{2g}\,b,\qquad ib'=-xb+\sqrt{2g}\,a .$$

Eliminating $a$ gives $b''+(x^2+2g-i)b=0$. The solution with $b\to0$ at $x\to-\infty$ is the parabolic cylinder function

$$b=N\,D_{-1-ig}(\zeta),\qquad \zeta=\sqrt2\,e^{-3i\pi/4}x .$$

At $x=-X$, with $X$ large, $D_\nu\simeq\zeta^\nu e^{-\zeta^2/4}$. Then $ib'\simeq xb$, and the second equation gives $\sqrt{2g}\,a\simeq2xb$:

$$a_{\rm in}=-\frac{N}{\sqrt g}\,e^{-i\pi/4+\pi g/4}(\sqrt2X)^{-ig}e^{-iX^2/2}.$$

At $x=+X$ the argument of $\zeta$ is $-3\pi/4$. There the leading term of $D_\nu$ is $-\sqrt{2\pi}\,e^{-i\pi\nu}\zeta^{-\nu-1}e^{\zeta^2/4}/\Gamma(-\nu)$, so that

$$b_{\rm out}=N\frac{\sqrt{2\pi}\,e^{-\pi g/4}}{\Gamma(1+ig)}(\sqrt2X)^{ig}e^{iX^2/2}.$$

The ratio is the amplitude for staying in the lower band:

$$\frac{b_{\rm out}}{a_{\rm in}}=-\sqrt{2\pi g}\,\frac{e^{i\pi/4-\pi g/2}}{\Gamma(1+ig)}(\sqrt2X)^{2ig}e^{iX^2}.$$

With $|\Gamma(1+ig)|^2=\pi g/\sinh\pi g$, its squared modulus is $2e^{-\pi g}\sinh\pi g=1-e^{-2\pi g}$. This is the Landau-Zener law,

$$P\simeq e^{-2\pi g}=\exp\left(-\frac{2\pi\delta^2}{Jf}\right).$$

The dynamical phase already counted in $\bar{\mathcal E}$ is

$$\int_{-X}^{X}\sqrt{x^2+2g}\,dx\simeq X^2+g+2g\ln(\sqrt2X)-g\ln g .$$

The minus sign in the ratio is the change of the real lower eigenvector from $(1,0)$ to $(0,-1)$. Removing both leaves the Stokes phase

$$\varphi_S=\frac\pi4+g(\ln g-1)+\arg\Gamma(1-ig),\qquad \Phi\simeq\frac{\pi\bar{\mathcal E}}f+\varphi_S .$$

These forms need $\delta\ll J$ and $f\ll J$, so that the splitting occupies a small part of the zone.

**Second limit: weak dimerization.** At fixed $f$, let $\delta\to0$. To zeroth order $V_0=e^{-i\beta\sigma_x}$ with $\beta=(2J/f)\sin\theta$, and $V_0(\pi)=1$. The first correction to $V(\pi)$ is

$$\frac if\int_0^\pi2\delta\sin\theta\;V_0^\dagger\sigma_yV_0\,d\theta,\qquad V_0^\dagger\sigma_yV_0=\sigma_y\cos2\beta-\sigma_z\sin2\beta .$$

Its $\sigma_z$ part gives, with the Bessel function $\mathcal J_1$,

$$v_z=-\frac{2\delta}f\int_0^\pi\sin\theta\,\sin\left(\frac{4J}f\sin\theta\right)d\theta=-\frac{2\pi\delta}{f}\,\mathcal J_1\!\left(\frac{4J}f\right).$$

For $f\ll J$, $\mathcal J_1(z)\simeq-\sqrt{2/(\pi z)}\cos(z+\pi/4)$ and

$$v_z\simeq\sqrt{2\pi g}\,\cos\left(\frac{4J}f+\frac\pi4\right).$$

The semiclassical formula gives the same: for $g\to0$, $\sqrt{1-P}\to\sqrt{2\pi g}$, $\bar{\mathcal E}\to4J/\pi$ and $\varphi_S\to\pi/4$. At $\delta=0$ the ladders have offset $f$ and merge into the single ladder of a uniform chain.

### (d) Condition for reconstruction

Return to the original wavenumber adds a factor $\sigma_z$. With $\alpha=\pi\varepsilon/f$ from here on, the one-period map at $\theta_0=0$ is

$$R=\sigma_zW=-i\left[v_z+i(v_0\sigma_z+v_y\sigma_x)\right]=-i\left[\cos\alpha+i\sin\alpha\;\mathbf m\cdot\boldsymbol\sigma\right],$$

where $\mathbf m$ is a unit vector and $m_z\sin\alpha=v_0$. Since $(\mathbf m\cdot\boldsymbol\sigma)^2=1$,

$$R^s=(-i)^s\left[\cos s\alpha+i\sin s\alpha\;\mathbf m\cdot\boldsymbol\sigma\right].$$

At another $\theta_0$ the map has the same eigenvalues. Indeed $V(\theta_0+\pi)=\sigma_zV(\theta_0)\sigma_zV(\pi)$, so $\sigma_z$ times the propagator from $\theta_0$ to $\theta_0+\pi$ is $V(\theta_0)[\sigma_zV(\pi)]V(\theta_0)^{-1}$. Hence, if

$$\frac{\varepsilon}{f}=\frac{2\varepsilon}{2f}=\frac rs\quad\text{in lowest terms},$$

then $\sin s\alpha=0$ and the evolution over $sT_B$ is the number $(-i)^s(-1)^r$ for every initial state.

The condition is also necessary for a state that occupies both ladders and two neighbouring rungs of one of them. A return at time $t$ requires equal phases $e^{-iEt/\hbar}$ for all occupied levels. The neighbouring rungs give $2ft/\hbar=2\pi j$, so $t=jT_B$ with integer $j$. The two ladders then require $2\varepsilon jT_B/\hbar=2\pi j\varepsilon/f$ to be a multiple of $2\pi$. The first such $j$ is $s$; if $\varepsilon/f$ is irrational there is no exact return, although the state comes arbitrarily close to one at those $j$ for which $j\varepsilon/f$ is nearly an integer. A state confined to one ladder is an exception and returns after each $T_B$.

The splitting restricts the choice, because $\sin^2(\pi r/s)\ge P$. In particular, $s=1$ needs $\sin\alpha=0$ and hence $P=0$. For an allowed ratio, the semiclassical fields follow from

$$\cos\left(\frac{\pi\bar{\mathcal E}}f+\varphi_S\right)=\frac{\cos(\pi r/s)}{\sqrt{1-P}} .$$

For $r/s=1/2$ the right side vanishes and

$$f\simeq\frac{\bar{\mathcal E}}{m+\tfrac12-\varphi_S/\pi},\qquad m\ \text{integer}.$$

Two results describe the approach to, or failure of, reconstruction. The off-diagonal element of $R^s$ gives the upper-band population at the single wavenumber $\theta_0=0$, and approximately that of a packet narrow in wavenumber around it,

$$P_s=|\langle-|R^s|+\rangle|^2=P\,\frac{\sin^2s\alpha}{\sin^2\alpha}.$$

For $s=2$ this is $4P(1-P)\cos^2\Phi$, the interference of the two routes that change band once. At $r/s=1/2$ they cancel.

If a state has weights $w_+$ and $w_-=1-w_+$ on the ladders, its return probability is

$$F_s=\left|w_+e^{-is\alpha}+w_-e^{is\alpha}\right|^2=1-4w_+w_-\sin^2s\alpha .$$

### (e) Numerical case

For $\delta=0.1J$ the minigap is $0.4J$ and $\bar{\mathcal E}=1.2936J$. Solving $v_z=0$ gives the field nearest $0.1J$ for $r/s=1/2$,

$$f=0.09700J,\qquad T_B=32.39\,\hbar/J .$$

Here $g=0.01/0.09700=0.1031$, so the Landau-Zener law gives $P=e^{-0.648}=0.523$; integration across the zone gives $0.5195$. With $\varphi_S=0.5071$ and $m=13$, the semiclassical field is

$$f\simeq\frac{1.2936J}{13.5-0.1614}=0.09698J,$$

about $2\times10^{-4}$ below the full result in relative terms. At this $P$ the reachable ratios lie between $0.256$ and $0.744$.

The offset is now half a rung spacing, so the combined levels should be equally spaced by $f$. Diagonalizing a 320-site chain gives $0.0970$, $0.1940$, $0.2910$ and $0.3880J$ for the first four positive levels.

The packet is a Gaussian projected onto the lower band. Its direct propagation shows these stages:

| $t/T_B$ | lower-band population | mean site | return probability |
|---:|---:|---:|---:|
| 0.25 | 1.000 | −5.95 | 0.000 |
| 0.50 | 0.742 | −19.43 | 0.000 |
| 1.00 | 0.478 | −21.48 | 0.478 |
| 1.50 | 0.742 | −19.43 | 0.000 |
| 2.00 | 1.000 | 0.00 | 1.000 |

At $T_B/4$, the path found in (a) gives

$$n=\frac{-2+2\sqrt{(1+0.01)/2}}{0.09700}=-5.97 .$$

At $T_B$ the mean site $-21.48$ lies between two separate parts. The lower one is at site 0 and the upper one at $-41.16$, against the estimate $-4/0.09700=-41.24$. The small difference agrees with the packet's wavenumber spread. A Gaussian of rms width 8 has $\langle\theta^2\rangle=1/(4\cdot8^2)=1/256$, which reduces the mean of $\cos\theta$ to $e^{-1/512}=0.998$. Neglecting $\delta$ in the end-point energies, the estimate becomes $-41.16$. This agreement also relies on the spread averaging out the term neglected in (a). The $\theta_0$ dependence of the tunnelling amplitude shifts the position by up to about $0.1$ site, depending on $\theta_0$. A much wider packet does not average it out: the upper part lies at $-41.31$ for width 32 and tends to about $-41.33$, not $-41.24$.

The lower population at $T_B$, $0.478$, is slightly below $1-P=0.4805$. The latter belongs to $\theta_0=0$, whereas the packet also contains nearby wavenumbers. This spread does not spoil the return at $2T_B=64.8\,\hbar/J$, since the ladder condition holds for every $\theta_0$. A random state on sites $-10$ to $10$ also returned with probability 1 to the eight decimals printed.

A return after three periods occurs for $r/s=1/3$ and for $r/s=2/3$, which belong to different fields. Taking $r/s=1/3$, the field nearest $0.1J$ is $0.09517J$, with $P=0.514$ and $T_B=33.01\,\hbar/J$. The first positive levels, $0.0159J$ and $0.0793J$, are $f/6$ and $5f/6$, as $f/2\pm f/3$ requires. The packet's return probability is $0.485$ after one period, $0.485$ after two and $1.000$ after three. The first two agree because $\sin^2(\pi/3)=\sin^2(2\pi/3)$. The full return takes $99.0\,\hbar/J$.

Now raise the first field by 1%, to $0.09797J$, keeping $J$, $\delta$ and the initial packet fixed. The dynamical phase $\pi\bar{\mathcal E}/f\simeq41.9$ falls by about $0.415$. With $P=0.523$ and the small change of $\varphi_S$ neglected,

$$\cos\alpha\simeq-\sqrt{0.477}\,\sin0.415=-0.278,\qquad \frac\varepsilon f\simeq0.590 ;$$

the full calculation gives $0.589$. The weight on the plus ladder is $w_+=0.828$, so after two periods

$$F_2=1-4(0.828)(0.172)\sin^2(2\pi\cdot0.589)\simeq0.84 .$$

Direct propagation gives $0.839$, with $0.161$ of the population left in the upper band. Over the next two periods the return probability is $0.747$ and then $0.539$. The sensitivity comes from the many radians of phase collected in one passage: a relative field error $\eta$ shifts $\Phi$ by about $-\pi\bar{\mathcal E}\eta/f$, so the same relative error shifts the phase more when the tilt is weaker.

These values belong to the stated one-particle model with a uniform tilt. A force that changes from one two-site cell to the next, or coupling to a third band, lies outside the derivation, and the exact two-ladder condition no longer applies. How much of the return survives depends on the form of the change. At the first field, a force alternating by 1% between cells leaves the return probability at $2T_B$ equal to 1 to four decimals. One random variation of 1% rms lowered it to about $0.99$, and one of 10% removed it. The numerical output gives the remaining intermediate values.

## Computed values

```
J = 1.0, delta = 0.10 J, minigap = 0.40 J
packet rms width = 8.0 sites, chain = 320 sites
mean upper-band energy = 1.29360 J
f/J | P exact | P Landau-Zener | cos exact | cos semiclassical
0.05 | 0.2832 | 0.2846 | 0.8464 | 0.8455
0.10 | 0.5314 | 0.5335 | -0.6492 | -0.6501
0.20 | 0.7331 | 0.7304 | -0.2641 | -0.2553
RATIO 1/2: f = 0.0970019 J, semiclassical 0.0969820 J
Bloch period = 32.3869 hbar/J
P exact = 0.5195, Landau-Zener = 0.5232
Stokes phase = 0.5071 rad
reachable r/s at this P: 0.2562 to 0.7438
chain levels (J): 0.097002 0.194004 0.291006 0.388008
largest ladder mismatch = 4.3e-14 J
t/T_B | lower-band population | mean site | return probability
0.00 | 1.0000 | -0.000 | 1.000000
0.25 | 1.0000 | -5.954 | 0.000000
  semiclassical site at T_B/4 = -5.966
0.50 | 0.7419 | -19.434 | 0.000000
0.75 | 0.4781 | -21.220 | 0.000000
1.00 | 0.4782 | -21.475 | 0.478204
1.25 | 0.4781 | -21.220 | 0.000000
1.50 | 0.7419 | -19.434 | 0.000000
1.75 | 1.0000 | -5.954 | 0.000000
2.00 | 1.0000 | 0.000 | 1.000000
at T_B: lower part at site -0.000, upper part at -41.160
predicted upper part: site -41.236
random state, return at 2 T_B = 1.00000000
RATIO 1/3: f = 0.0951736 J, semiclassical 0.0951518 J
Bloch period = 33.0091 hbar/J
P exact = 0.5137
chain levels (J): 0.015862 0.079311 0.206209 0.269658
return probability at 1 T_B = 0.484649
return probability at 2 T_B = 0.484649
return probability at 3 T_B = 1.000000
DETUNED: f = 0.0979719 J, eps/f = 0.58918
P exact = 0.5230, plus-ladder weight = 0.8284
s | upper population | its law | return probability | its law
1 | 0.5252 | 0.5230 | 0.474834 | 0.474834
2 | 0.1606 | 0.1600 | 0.839370 | 0.839370
3 | 0.2530 | 0.2520 | 0.746963 | 0.746963
4 | 0.4610 | 0.4591 | 0.538976 | 0.538976
```
